# Static permittivity from the infrared frequencies of a cubic polar crystal: a program that tests the result

```python
"""Result under test: for a cubic crystal with undamped polar modes,
    eps_s / eps_inf = product over modes of (w_L / w_T)**2.
eps_s: static permittivity at fixed strain; eps_inf: permittivity with ions clamped;
w_T, w_L: transverse and longitudinal long-wavelength frequencies.
Part A tests this on a microscopic shell-model perovskite (Coulomb sums plus springs).
Part B treats an idealized isotropic dielectric with rough silica-like frequencies.
Part C sizes effects that the ideal model leaves out.
"""
import numpy as np
from scipy.constants import e as e_charge, epsilon_0, h, c
from scipy.optimize import brentq
from scipy.special import erfc

# ---------- Part A: microscopic crystal, cell edge 1, Coulomb energy Z Z'/r ----------
# particles: A ion, B ion, three oxygen cores, three massless oxygen shells
oxygen = [[0, .5, .5], [.5, 0, .5], [.5, .5, 0]]
site = np.array([[0, 0, 0], [.5, .5, .5]] + oxygen + oxygen, float)
charge = np.array([2, 4, 1, 1, 1, -3, -3, -3], float)
ions, shells = slice(0, 5), slice(5, 8)
K_AO, K_BO, K_CORE_SHELL = 100.0, 300.0, 400.0
axis_range = np.arange(-3, 4)
cells = np.array(np.meshgrid(axis_range, axis_range, axis_range)).reshape(3, -1).T
ETA = 2.0  # Ewald splitting parameter


def pair_matrix(q, axis):
    """Force constants between sublattices for displacements along one axis."""
    size = len(charge)
    matrix = np.zeros((size, size), complex)
    for i in range(size):
        for j in range(size):
            offset = site[j] - site[i]
            R = offset + cells
            r = np.linalg.norm(R, axis=1)
            same_site = bool(np.any(r < 1e-9))
            R, r = R[r > 1e-9], r[r > 1e-9]
            phase = np.exp(1j * (R @ q))
            n2 = (R[:, axis] / r)**2
            gauss = 2 * ETA / np.sqrt(np.pi) * np.exp(-(ETA * r)**2)
            first = -erfc(ETA * r) / r**2 - gauss / r
            second = 2 * erfc(ETA * r) / r**3 + gauss * (2 / r**2 + 2 * ETA**2)
            total = np.sum((second * n2 + first / r * (1 - n2)) * phase)
            G = 2 * np.pi * cells
            k = G - q
            k2 = np.sum(k**2, axis=1)
            ok = k2 > 1e-12  # at q = 0 this removes the macroscopic field
            total -= 4 * np.pi * np.sum(k[ok, axis]**2 / k2[ok]
                                        * np.exp(-k2[ok] / (4 * ETA**2))
                                        * np.exp(1j * (G[ok] @ offset)))
            if same_site:
                total += 4 * ETA**3 / (3 * np.sqrt(np.pi))
            matrix[i, j] = -charge[i] * charge[j] * total
            low, high = min(i, j), max(i, j)
            if high >= 5 and low in (0, 1):
                stiffness, length = ((K_AO, np.sqrt(.5)), (K_BO, .5))[low]
                near = abs(r - length) < 1e-9
                matrix[i, j] -= stiffness * np.sum(n2[near] * phase[near])
            if same_site and i != j:
                matrix[i, j] -= K_CORE_SHELL
    return matrix


def force_matrix(q, axis):
    """Add self terms so that a uniform translation costs no energy."""
    at_zero = pair_matrix(np.zeros(3), axis)
    return pair_matrix(q, axis) - np.diag(at_zero.sum(axis=1))


def optical_squares(K, masses):
    """Squared frequencies after the massless shells follow the ions."""
    effective = K[ions, ions] - K[ions, shells] @ np.linalg.solve(
        K[shells, shells], K[shells, ions])
    dynamical = effective / np.sqrt(np.outer(masses, masses))
    values = np.linalg.eigvalsh((dynamical + dynamical.conj().T) / 2)
    return np.sort(values[np.argsort(abs(values))][1:])  # drop the acoustic one


micro = []
for axis in (0, 1):
    K0 = force_matrix(np.zeros(3), axis).real
    K0 = (K0 + K0.T) / 2
    assert np.linalg.eigvalsh(K0)[0] > -1e-7  # stable crystal
    static = 1 + 4 * np.pi * charge @ np.linalg.pinv(K0, rcond=1e-10) @ charge
    clamped = 1 + 4 * np.pi * charge[shells] @ np.linalg.solve(
        K0[shells, shells], charge[shells])
    micro.append((static, clamped))
assert np.allclose(micro[0], micro[1], rtol=1e-8)  # cubic: same along x and y
micro_static, micro_clamped = micro[0]
q_small = np.array([1e-3, 0, 0])
K_long, K_trans = force_matrix(q_small, 0), force_matrix(q_small, 1)
micro_products, micro_lowest = [], []
for masses in (np.array([90., 50, 16, 16, 16]), np.array([30., 120, 16, 16, 16])):
    L2, T2 = optical_squares(K_long, masses), optical_squares(K_trans, masses)
    assert np.all(T2 > 0) and np.all(L2 > 0)
    shared = np.sum(abs(L2[:, None] / T2[None, :] - 1) < 1e-4)
    assert shared == 1  # one silent mode, unsplit
    micro_products.append(np.prod(L2 / T2))
    micro_lowest.append(np.sqrt(T2[0]))
# finite q leaves corrections of order q squared
assert np.allclose(micro_products, micro_static / micro_clamped, rtol=1e-4)
print(f"Perovskite model: eps_inf = {micro_clamped:.5f}, eps_s = {micro_static:.5f}")
print(f"  eps_s/eps_inf from static response = {micro_static / micro_clamped:.5f}")
for number, (value, low) in enumerate(zip(micro_products, micro_lowest), 1):
    print(f"  mass set {number}: frequency product = {value:.5f}, "
          f"lowest w_T = {low:.4f} (model units)")
print(f"  polar modes = {len(T2) - shared}, silent modes = {shared}")

# ---------- Part B: example, frequencies in cm^-1 ----------
TO = np.array([450., 800., 1070.])
LO = np.array([510., 820., 1240.])
eps_inf = 2.1


def strengths(to, lo):
    """Residues S_j in eps = eps_inf + sum S_j/(w_Tj^2 - w^2)."""
    return np.array([eps_inf * np.prod(lo**2 - t**2)
                     / np.prod(np.delete(to, j)**2 - t**2)
                     for j, t in enumerate(to)])


def eps(w, S, to=TO, gamma=0.0):
    """Permittivity at real or complex frequency w."""
    w = np.asarray(w)[..., None]
    return eps_inf + np.sum(S / (to**2 - w**2 - 1j * gamma * w), axis=-1)


S = strengths(TO, LO)
contributions = S / TO**2
k_static = eps_inf * np.prod((LO / TO)**2)
coupled = np.diag(TO**2) + np.sqrt(np.outer(S, S)) / eps_inf
LO_rebuilt = np.sqrt(np.linalg.eigvalsh(coupled))
assert np.all(S > 0)
assert np.allclose(LO_rebuilt, LO, rtol=1e-9)
assert np.isclose(eps_inf + contributions.sum(), k_static, rtol=1e-10)
for w in (200., 650., 1500.):  # factorized form away from zero frequency
    assert np.isclose(eps(w, S).real,
                      eps_inf * np.prod((LO**2 - w**2) / (TO**2 - w**2)))
bad_S = strengths(TO, np.array([510., 790., 1240.]))
assert bad_S.min() < 0  # wrong ordering requires a negative strength
LO_isolated = np.sqrt(TO**2 + S / eps_inf)
k_isolated = eps_inf * np.prod((LO_isolated / TO)**2)
assert k_isolated > k_static * 1.01
strongest = np.argmax((LO / TO)**2)
k_one_pair = eps_inf * (LO[strongest] / TO[strongest])**2
print(f"Example: eps_inf = {eps_inf:.2f}")
for j in range(3):
    print(f"  mode {j + 1}: TO = {TO[j]:.0f}, LO = {LO[j]:.0f} cm^-1, "
          f"(LO/TO)^2 = {(LO[j] / TO[j])**2:.4f}")
    print(f"    S = {S[j]:.0f} cm^-2, contribution to eps_s = {contributions[j]:.4f}")
    print(f"    LO by diagonalization = {LO_rebuilt[j]:.3f}, "
          f"isolated-mode LO = {LO_isolated[j]:.1f} cm^-1")
print(f"Product of squared ratios = {k_static / eps_inf:.4f}")
print(f"Static permittivity from product = {k_static:.4f}")
print(f"Static permittivity from sum = {eps_inf + contributions.sum():.4f}")
print(f"Using only the largest ratio (mode {strongest + 1}) = {k_one_pair:.4f}")
print(f"Using isolated-mode LO values = {k_isolated:.4f}")
print(f"Wrong order, LO2 = 790 cm^-1: smallest S = {bad_S.min():.0f} cm^-2")
thickness_nm = 100.0
capacitance = epsilon_0 * k_static / (thickness_nm * 1e-9) * 1e3
print(f"Capacitance per area, {thickness_nm:.0f} nm film = {capacitance:.4f} fF/um^2")

# ---------- Part C: neglected effects, rough assumed parameters ----------
gamma = np.array([40., 40., 60.])


def peak(center, signal):
    grid = center + np.linspace(-40, 40, 8001)
    index = np.argmax(signal(grid))
    assert 0 < index < len(grid) - 1
    return grid[index]


TO_peak = np.array([peak(t, lambda w: eps(w, S, gamma=gamma).imag) for t in TO])
LO_peak = np.array([peak(l, lambda w: (-1 / eps(w, S, gamma=gamma)).imag) for l in LO])
k_peaks = eps_inf * np.prod((LO_peak / TO_peak)**2)
# complex zeros of the damped permittivity, frequency in units of 1000 cm^-1
factors = [np.array([-1, -1j * g / 1e3, (t / 1e3)**2]) for g, t in zip(gamma, TO)]
numerator = eps_inf * np.polymul(np.polymul(factors[0], factors[1]), factors[2])
for j in range(3):
    a, b = [factors[m] for m in range(3) if m != j]
    numerator = np.polyadd(numerator, S[j] / 1e6 * np.polymul(a, b))
zeros = np.roots(numerator) * 1e3
assert np.max(abs(eps(zeros, S, gamma=gamma))) < 1e-8  # they are zeros of eps
assert np.allclose(eps(0.0, S, gamma=gamma), k_static)
positive = zeros[zeros.real > 0]
assert len(positive) == 3
k_complex = eps_inf * np.prod(abs(positive)**2) / np.prod(TO**2)
assert np.isclose(k_complex, k_static, rtol=1e-8)
print("Damping widths (assumed) = " + ", ".join(f"{g:.0f}" for g in gamma) + " cm^-1")
print("  TO peaks = " + ", ".join(f"{x:.2f}" for x in TO_peak) + " cm^-1")
print("  LO peaks = " + ", ".join(f"{x:.2f}" for x in LO_peak) + " cm^-1")
print(f"  eps_s from peaks = {k_peaks:.4f}, from complex zeros = {k_complex:.4f}")

E_electronic, wavelength_nm = 13.0, 633.0
photon = h * c / (wavelength_nm * 1e-9) / e_charge
eps_visible = 1 + (eps_inf - 1) / (1 - (photon / E_electronic)**2)
infrared_eV = h * c * LO[-1] * 100 / e_charge
eps_infrared = 1 + (eps_inf - 1) / (1 - (infrared_eV / E_electronic)**2)
print(f"Electronic resonance (assumed) = {E_electronic:.0f} eV")
print(f"  electronic permittivity at {wavelength_nm:.0f} nm = {eps_visible:.4f}")
print(f"  eps_s if that replaces eps_inf = {k_static * eps_visible / eps_inf:.4f}")
print(f"  electronic change at highest LO = {eps_infrared - eps_inf:.2e}")

drift, heating = 5e-5, 100.0
k_hot = eps(0.0, S, to=TO * (1 - drift * heating)).real
print(f"TO softening (assumed) = {drift:.0e} per K, heating = {heating:.0f} K")
print(f"  change of eps_s at fixed strengths = {k_hot - k_static:+.4f}")

field_MV_cm, ion_charge, volume_nm3, bond_nm = 5.0, 4.0, 0.045, 0.16
P_ionic = epsilon_0 * (k_static - eps_inf) * field_MV_cm * 1e8
shift_nm = P_ionic * volume_nm3 * 1e-27 / (ion_charge * e_charge) * 1e9
print(f"Field = {field_MV_cm:.0f} MV/cm: ionic polarization = {P_ionic * 100:.3f} uC/cm^2")
print(f"  assumed charge = {ion_charge:.0f} e, volume = {volume_nm3:.3f} nm^3, "
      f"bond = {bond_nm:.2f} nm")
print(f"  ionic displacement = {shift_nm:.2e} nm = {100 * shift_nm / bond_nm:.2f} % of bond")

water_fraction, eps_water = 0.01, 80.0
beta = water_fraction * (eps_water - k_static) / (eps_water + 2 * k_static)
k_wet = k_static * (1 + 2 * beta) / (1 - beta)
print(f"Water droplets (assumed): {100 * water_fraction:.0f} % by volume, "
      f"permittivity {eps_water:.0f}")
print(f"  eps_s with water = {k_wet:.4f}")

wave_nm = 500.0
Q = 1e7 / wave_nm
lower_ends = np.concatenate(([1e-6], LO[:-1]))
polaritons = np.array([brentq(lambda w: w**2 * eps(w, S).real - Q**2,
                              a, t * (1 - 1e-9), xtol=1e-9)
                       for a, t in zip(lower_ends, TO)])
retardation = np.max(TO - polaritons)
assert 0 < retardation < 5
print(f"Retardation at {wave_nm:.0f} nm wavelength: largest TO shift = "
      f"{retardation:.3f} cm^-1")
reading = 5.0
k_worst = eps_inf * np.prod(((LO + reading) / (TO - reading))**2)
print(f"Reading errors of {reading:.0f} cm^-1, all adding: eps_s = {k_worst:.4f}")
print("verified")
```

Printed output:

```
Perovskite model: eps_inf = 1.54957, eps_s = 1.71276
  eps_s/eps_inf from static response = 1.10532
  mass set 1: frequency product = 1.10532, lowest w_T = 2.0752 (model units)
  mass set 2: frequency product = 1.10532, lowest w_T = 2.0995 (model units)
  polar modes = 3, silent modes = 1
Example: eps_inf = 2.10
  mode 1: TO = 450, LO = 510 cm^-1, (LO/TO)^2 = 1.2844
    S = 184055 cm^-2, contribution to eps_s = 0.9089
    LO by diagonalization = 510.000, isolated-mode LO = 538.7 cm^-1
  mode 2: TO = 800, LO = 820 cm^-1, (LO/TO)^2 = 1.0506
    S = 105035 cm^-2, contribution to eps_s = 0.1641
    LO by diagonalization = 820.000, isolated-mode LO = 830.7 cm^-1
  mode 3: TO = 1070, LO = 1240 cm^-1, (LO/TO)^2 = 1.3430
    S = 724580 cm^-2, contribution to eps_s = 0.6329
    LO by diagonalization = 1240.000, isolated-mode LO = 1220.6 cm^-1
Product of squared ratios = 1.8123
Static permittivity from product = 3.8059
Static permittivity from sum = 3.8059
Using only the largest ratio (mode 3) = 2.8203
Using isolated-mode LO values = 4.2217
Wrong order, LO2 = 790 cm^-1: smallest S = -51545 cm^-2
Capacitance per area, 100 nm film = 0.3370 fF/um^2
Damping widths (assumed) = 40, 40, 60 cm^-1
  TO peaks = 449.56, 799.80, 1069.57 cm^-1
  LO peaks = 509.67, 820.11, 1239.58 cm^-1
  eps_s from peaks = 3.8118, from complex zeros = 3.8059
Electronic resonance (assumed) = 13 eV
  electronic permittivity at 633 nm = 2.1256
  eps_s if that replaces eps_inf = 3.8522
  electronic change at highest LO = 1.54e-04
TO softening (assumed) = 5e-05 per K, heating = 100 K
  change of eps_s at fixed strengths = +0.0172
Field = 5 MV/cm: ionic polarization = 0.755 uC/cm^2
  assumed charge = 4 e, volume = 0.045 nm^3, bond = 0.16 nm
  ionic displacement = 5.30e-04 nm = 0.33 % of bond
Water droplets (assumed): 1 % by volume, permittivity 80
  eps_s with water = 3.9061
Retardation at 500 nm wavelength: largest TO shift = 0.973 cm^-1
Reading errors of 5 cm^-1, all adding: eps_s = 4.1393
verified
```
